# Mori–Zwanzig continued fraction and self-energy of the fermion Green's function: test program

```python
"""
Result under test: with (A|B) = <{A^dagger, B}> and L X = [K, X], K = H - mu N,
the fermion Green's function is G(z) = [z - Omega - M(z)]^(-1), where
Omega_ij = (c_i^+ | L c_j^+) and M_ij(z) = (f_i | (z - QLQ)^(-1) | f_j),
f_j = Q L c_j^+, Q = 1 - P, P = projector on the one-particle creators c_i^+.
M is the dynamical self-energy; repeated projection gives a continued fraction.
Symbols: rho = stationary density matrix, h = one-body matrix (minus mu),
U = on-site repulsion, t = hopping (unit of energy), hbar = 1.
z is measured from mu. Model parameters are round numbers.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm
from scipy.integrate import simpson


def dag(X):
    return X.conj().T


def annihilators(n_modes):
    lower = np.array([[0, 1], [0, 0]], dtype=complex)
    sign = np.diag([1.0, -1.0])
    result = []
    for k in range(n_modes):
        op = np.eye(1)
        for m in range(n_modes):
            op = np.kron(op, sign if m < k else lower if m == k else np.eye(2))
        result.append(op)
    return result


def thermal_state(K, temperature):
    E, V = np.linalg.eigh(K)
    p = np.exp(-(E - E[0]) / temperature)
    return (V * (p / p.sum())) @ dag(V)


def mean(rho, X):
    return np.trace(rho @ X).real


def inner(rho, A, B):
    return np.trace(rho @ (dag(A) @ B + B @ dag(A)))


def gram(rho, As, Bs):
    return np.array([[inner(rho, A, B) for B in Bs] for A in As])


def commutator(A, B):
    return A @ B - B @ A


def lehmann(K, rho, creators, z):
    """Green's function from a sum over many-body eigenstates."""
    E, V = np.linalg.eigh(K)
    p = np.diag(dag(V) @ rho @ V).real
    amp = np.array([dag(V) @ X @ V for X in creators])
    factor = (p[:, None] + p[None, :]) / (z - (E[:, None] - E[None, :]))
    return np.einsum('inm,jnm,nm->ij', amp.conj(), amp, factor)


class Projected:
    """Liouvillian and its projection as explicit matrices on operators."""

    def __init__(self, K, rho, creators):
        one = np.eye(len(K))
        self.L = np.kron(K, one) - np.kron(one, K.T)
        self.W = np.kron(one, rho.T) + np.kron(rho, one)   # metric of (A|B)
        C = np.array([X.reshape(-1) for X in creators]).T
        Q = np.eye(len(self.L)) - C @ dag(C) @ self.W
        self.F = Q @ self.L @ C
        self.QLQ = Q @ self.L @ Q
        self.omega = dag(C) @ self.W @ self.L @ C

    def force_resolvent(self, generator, z):
        X = np.linalg.solve(z * np.eye(len(self.L)) - generator, self.F)
        return dag(self.F) @ self.W @ X


def recursion(K, rho, seeds, threshold=1e-10, max_levels=30):
    """Repeated projection: blocks A_n, B_n of the continued fraction."""
    X, known, A, B = list(seeds), [], [], []
    while len(A) < max_levels:
        known += X
        R = [commutator(K, x) for x in X]
        A.append(gram(rho, X, R))
        for _ in range(2):
            for k in range(len(R)):
                for q in known:
                    R[k] = R[k] - q * inner(rho, q, R[k])
        S = gram(rho, R, R)
        s, V = np.linalg.eigh((S + dag(S)) / 2)
        keep = s > threshold
        if not keep.any():
            break
        s, V = s[keep], V[:, keep]
        B.append(np.sqrt(s)[:, None] * dag(V))
        X = [sum(R[k] * V[k, m] for k in range(len(R))) / np.sqrt(s[m])
             for m in range(len(s))]
    return A, B[:len(A) - 1], len(known)


def fraction(A, B, z, levels=None):
    n = len(A) if levels is None else min(levels, len(A))
    g = np.linalg.inv(z * np.eye(len(A[n - 1])) - A[n - 1])
    for k in range(n - 2, -1, -1):
        g = np.linalg.inv(z * np.eye(len(A[k])) - A[k] - dag(B[k]) @ g @ B[k])
    return g


def verify_theorem(K, rho, creators, h, static):
    """Compare Dyson self-energy (Lehmann) with the projected Liouvillian."""
    pr = Projected(K, rho, creators)
    WL = pr.W @ pr.L
    assert np.allclose(WL, dag(WL), atol=1e-11)        # L is Hermitian
    assert np.allclose(gram(rho, creators, creators), np.eye(len(h)), atol=1e-12)
    assert np.allclose(pr.omega, h + static, atol=1e-10)
    A, B, count = recursion(K, rho, creators)
    for z in (0.3 + 0.5j, -2.0 + 0.7j, 4.0 + 1.0j):
        G = lehmann(K, rho, creators, z)
        dyson = z * np.eye(len(h)) - h - np.linalg.inv(G)
        M = pr.force_resolvent(pr.QLQ, z)
        assert np.allclose(dyson - static, M, atol=1e-8)
        full = pr.force_resolvent(pr.L, z)
        assert np.allclose(full, M + M @ G @ M, atol=1e-8)
        assert np.linalg.eigvalsh(0.5j * (M - dag(M))).min() > -1e-9
        assert np.allclose(fraction(A, B, z), G, atol=1e-7)
    return pr, len(A), count


c = annihilators(4)                 # modes: 1 up, 2 up, 1 down, 2 down
cd = [dag(x) for x in c]
num = [cd[k] @ c[k] for k in range(4)]


def dimer(e1, e2, t, U, mu):
    K = (e1 - mu) * (num[0] + num[2]) + (e2 - mu) * (num[1] + num[3])
    for a, b in ((0, 1), (2, 3)):
        K = K - t * (cd[a] @ c[b] + cd[b] @ c[a])
    return K + U * (num[0] @ num[2] + num[1] @ num[3])


# ---- general complex two-body Hamiltonian: index order and static part ----
rng = np.random.default_rng(7)
h_gen = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
h_gen = (h_gen + dag(h_gen)) / 2
pairs = list(combinations(range(4), 2))
w = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
w = (w + dag(w)) / 2
v = np.zeros((4, 4, 4, 4), dtype=complex)      # antisymmetrized <ij||kl>
K_gen = sum(h_gen[i, j] * cd[i] @ c[j] for i in range(4) for j in range(4))
for a, (i, j) in enumerate(pairs):
    for b, (k, l) in enumerate(pairs):
        K_gen = K_gen + w[a, b] * cd[i] @ cd[j] @ c[l] @ c[k]
        v[i, j, k, l] = v[j, i, l, k] = w[a, b]
        v[j, i, k, l] = v[i, j, l, k] = -w[a, b]
rho_gen = thermal_state(K_gen, 2.0)
gamma = np.array([[np.trace(rho_gen @ cd[k] @ c[l]) for l in range(4)]
                  for k in range(4)])
verify_theorem(K_gen, rho_gen, cd, h_gen, np.einsum('ikjl,kl->ij', v, gamma))

# ---- symmetric dimer, two-electron ground state ----
t, U = 1.0, 4.0
K0 = dimer(0.0, 0.0, t, U, U / 2)
E0, V0 = np.linalg.eigh(K0)
assert E0[1] - E0[0] > 0.1                     # unique ground state
ground = V0[:, 0]
rho0 = np.outer(ground, ground.conj())
assert abs(mean(rho0, sum(num)) - 2) < 1e-10
print("SYMMETRIC DIMER, GROUND STATE (energies in t, from mu)")
print(f"t = {t:.1f} t, U = {U:.1f} t, mu = {U/2:.1f} t")
for name, s in (("bonding", 1), ("antibonding", -1)):
    orb = (cd[0] + s * cd[1]) / np.sqrt(2)
    A, B, count = recursion(K0, rho0, [orb])
    assert len(A) == 2
    a0, a1 = A[0][0, 0].real, A[1][0, 0].real
    b2 = abs(B[0][0, 0])**2
    assert np.allclose([a0, b2, a1], [-s * t, U**2 / 4, 3 * s * t], atol=1e-9)
    poles, vec = np.linalg.eigh([[a0, np.sqrt(b2)], [np.sqrt(b2), a1]])
    weights = vec[0]**2
    root = np.sqrt(4 * t**2 + U**2 / 4)
    assert np.allclose(poles, [s * t - root, s * t + root], atol=1e-9)
    add = abs(dag(V0) @ orb @ ground)**2
    rem = abs(dag(V0) @ dag(orb) @ ground)**2
    direct = [-(rem @ (E0 - E0[0])) / rem.sum(), add @ (E0 - E0[0]) / add.sum()]
    assert np.allclose(poles, direct, atol=1e-9)
    occupation = mean(rho0, orb @ dag(orb))
    assert np.allclose(weights, [occupation, 1 - occupation], atol=1e-9)
    for z in (0.2 + 0.3j, -1.5 + 0.2j):
        assert abs(fraction(A, B, z)[0, 0] - lehmann(K0, rho0, [orb], z)[0, 0]) < 1e-8
    print(f"{name}: a0 = {a0:.4f} t, b1^2 = {b2:.4f} t^2, a1 = {a1:.4f} t")
    print(f"  poles = {poles[0]:.6f}, {poles[1]:.6f} t")
    print(f"  weights = {weights[0]:.6f}, {weights[1]:.6f}")
    print(f"  occupation per spin = {occupation:.6f}")

# ---- asymmetric dimer at finite temperature ----
e1, e2, mu, temp = 0.0, 1.0, 2.0, 0.5
K = dimer(e1, e2, t, U, mu)
rho = thermal_state(K, temp)
up = cd[:2]
h = np.array([[e1 - mu, -t], [-t, e2 - mu]])
n_down = np.array([mean(rho, num[2]), mean(rho, num[3])])
pr, levels, count = verify_theorem(K, rho, up, h, np.diag(U * n_down))
S1 = dag(pr.F) @ pr.W @ pr.F
assert np.allclose(S1, np.diag(U**2 * n_down * (1 - n_down)), atol=1e-9)
for i in range(2):
    force = U * (num[2 + i] - n_down[i] * np.eye(16)) @ up[i]
    assert np.allclose(pr.F[:, i], force.reshape(-1), atol=1e-10)

# Green's function from its definition as a time integral
dt, steps = 0.01, 3000
step = expm(-1j * K * dt)
right = [X @ rho + rho @ X for X in up]
moving = [c[0], c[1]]
corr = np.empty((steps + 1, 2, 2), dtype=complex)
for n in range(steps + 1):
    corr[n] = [[np.sum(x * r.T) for r in right] for x in moving]
    moving = [dag(step) @ x @ step for x in moving]
times = dt * np.arange(steps + 1)
z_time = 0.3 + 1.0j
G_time = -1j * simpson(np.exp(1j * z_time * times)[:, None, None] * corr,
                       x=times, axis=0)
assert np.allclose(G_time, lehmann(K, rho, up, z_time), atol=1e-6)

# memory equation at one time, with the projected and the full generator
n_t = 200
derivative = (corr[n_t - 2] - 8 * corr[n_t - 1] + 8 * corr[n_t + 1]
              - corr[n_t + 2]) / (12 * dt)
residual = []
for generator in (pr.QLQ, pr.L):
    propagate = expm(-1j * generator * dt)
    force, integrand = pr.F.copy(), []
    for m in range(n_t + 1):
        integrand.append(dag(pr.F) @ pr.W @ force @ corr[n_t - m])
        force = propagate @ force
    memory = simpson(np.array(integrand), x=times[:n_t + 1], axis=0)
    residual.append(abs(1j * derivative - pr.omega @ corr[n_t] + 1j * memory).max())
assert residual[0] < 2e-5          # finite-difference error of order dt^4
assert residual[1] > 1e-2          # the unprojected kernel must fail

z = 0.3 + 0.5j
G = lehmann(K, rho, up, z)
M_dyson = z * np.eye(2) - h - np.diag(U * n_down) - np.linalg.inv(G)
M = pr.force_resolvent(pr.QLQ, z)
print("ASYMMETRIC DIMER, THERMAL STATE (energies in t, from mu)")
print(f"eps1 = {e1:.1f}, eps2 = {e2:.1f}, U = {U:.1f}, mu = {mu:.1f}, kT = {temp:.1f} t")
print(f"<n1 down> = {n_down[0]:.6f}, <n2 down> = {n_down[1]:.6f}")
print(f"static self-energy: {U*n_down[0]:.6f}, {U*n_down[1]:.6f} t")
print(f"(f1|f1) = {S1[0,0].real:.6f}, (f2|f2) = {S1[1,1].real:.6f} t^2")
print(f"z = {z:.1f} t")
for i, j in ((0, 0), (0, 1), (1, 1)):
    print(f"G_{i+1}{j+1}(z) = {G[i,j]:.6f} 1/t")
    print(f"M_{i+1}{j+1}(z), Dyson equation = {M_dyson[i,j]:.6f} t")
    print(f"M_{i+1}{j+1}(z), projected L    = {M[i,j]:.6f} t")
print(f"largest difference of the two M = {abs(M - M_dyson).max():.1e} t")
print(f"block fraction: {levels} levels, {count} operators (norm^2 cut 1e-10)")
print(f"memory equation at time {times[n_t]:.1f} 1/t, largest residual:")
print(f"  kernel with QLQ {residual[0]:.1e} t, with L {residual[1]:.3f} t")

# ---- scalar fraction for site 1: hybridization, moments, convergence ----
A, B, count = recursion(K, rho, [up[0]])
a = np.array([x[0, 0].real for x in A])
b = np.array([abs(x[0, 0]) for x in B])
assert abs(b[0]**2 - t**2 - U**2 * n_down[0] * (1 - n_down[0])) < 1e-9
n_cut = 3
T = np.diag(a[:n_cut]) + np.diag(b[:n_cut-1], 1) + np.diag(b[:n_cut-1], -1)
nested = up[0]
for k in range(2 * n_cut + 1):
    exact_moment = inner(rho, up[0], nested).real
    cut_moment = np.linalg.matrix_power(T, k)[0, 0]
    missing = np.prod(b[:n_cut]**2) if k == 2 * n_cut else 0.0
    assert abs(exact_moment - cut_moment - missing) < 1e-8 * (1 + abs(exact_moment))
    nested = commutator(K, nested)
assert missing > 1e-3
print("SITE 1 ALONE: scalar fraction, thermal state")
for k in range(4):
    print(f"a{k} = {a[k]:.6f} t, b{k+1}^2 = {b[k]**2:.6f} t^2")
print(f"moment 6 missed by 3 levels = {missing:.4f} t^6")
for n in (1, 2, 3, 4, 6, 8):
    error = abs(fraction(A, B, z, n)[0, 0] - G[0, 0])
    print(f"levels kept {min(n, len(A))}: error of G_11(z) = {error:.2e} 1/t")
final_error = abs(fraction(A, B, z)[0, 0] - G[0, 0])
assert final_error < 1e-7
print(f"all {len(A)} levels: error of G_11(z) = {final_error:.1e} 1/t")

# ---- isolated Hubbard site: termination after two levels ----
K_atom = dimer(e1, e2, 0.0, U, mu)
rho_atom = thermal_state(K_atom, 2.0)
n_atom = mean(rho_atom, num[3])
A, B, count = recursion(K_atom, rho_atom, [up[1]])
assert len(A) == 2
found = [A[0][0, 0].real, abs(B[0][0, 0])**2, A[1][0, 0].real]
expected = [e2 - mu + U * n_atom, U**2 * n_atom * (1 - n_atom),
            e2 - mu + U * (1 - n_atom)]
assert np.allclose(found, expected, atol=1e-9)
print(f"ISOLATED SITE: eps = {e2:.1f}, U = {U:.1f}, mu = {mu:.1f}, kT = 2.0 t")
print(f"n = {n_atom:.6f}, a0 = {found[0]:.6f} t")
print(f"b1^2 = {found[1]:.6f} t^2, a1 = {found[2]:.6f} t")
print("ALL CHECKS PASSED")
```

Output:

```
SYMMETRIC DIMER, GROUND STATE (energies in t, from mu)
t = 1.0 t, U = 4.0 t, mu = 2.0 t
bonding: a0 = -1.0000 t, b1^2 = 4.0000 t^2, a1 = 3.0000 t
  poles = -1.828427, 3.828427 t
  weights = 0.853553, 0.146447
  occupation per spin = 0.853553
antibonding: a0 = 1.0000 t, b1^2 = 4.0000 t^2, a1 = -3.0000 t
  poles = -3.828427, 1.828427 t
  weights = 0.146447, 0.853553
  occupation per spin = 0.146447
ASYMMETRIC DIMER, THERMAL STATE (energies in t, from mu)
eps1 = 0.0, eps2 = 1.0, U = 4.0, mu = 2.0, kT = 0.5 t
<n1 down> = 0.509347, <n2 down> = 0.448196
static self-energy: 2.037389, 1.792783 t
(f1|f1) = 3.998602, (f2|f2) = 3.957061 t^2
z = 0.3+0.5j t
G_11(z) = 0.033712-0.180756j 1/t
M_11(z), Dyson equation = 0.127457-3.167529j t
M_11(z), projected L    = 0.127457-3.167529j t
G_12(z) = 0.156924+0.024745j 1/t
M_12(z), Dyson equation = -0.970265+0.942912j t
M_12(z), projected L    = -0.970265+0.942912j t
G_22(z) = 0.143123-0.225307j 1/t
M_22(z), Dyson equation = -1.519901-1.810096j t
M_22(z), projected L    = -1.519901-1.810096j t
largest difference of the two M = 4.0e-15 t
block fraction: 8 levels, 16 operators (norm^2 cut 1e-10)
memory equation at time 2.0 1/t, largest residual:
  kernel with QLQ 5.6e-08 t, with L 1.189 t
SITE 1 ALONE: scalar fraction, thermal state
a0 = 0.037389 t, b1^2 = 4.998602 t^2
a1 = 0.050619 t, b2^2 = 3.325255 t^2
a2 = 0.250835 t, b3^2 = 6.468145 t^2
a3 = 1.015303 t, b4^2 = 2.968444 t^2
moment 6 missed by 3 levels = 107.5111 t^6
levels kept 1: error of G_11(z) = 1.60e+00 1/t
levels kept 2: error of G_11(z) = 1.13e-01 1/t
levels kept 3: error of G_11(z) = 6.23e-01 1/t
levels kept 4: error of G_11(z) = 4.22e-02 1/t
levels kept 6: error of G_11(z) = 2.18e-02 1/t
levels kept 8: error of G_11(z) = 2.36e-02 1/t
all 16 levels: error of G_11(z) = 1.3e-16 1/t
ISOLATED SITE: eps = 1.0, U = 4.0, mu = 2.0, kT = 2.0 t
n = 0.432253, a0 = 0.729013 t
b1^2 = 3.926566 t^2, a1 = 1.270987 t
ALL CHECKS PASSED
```
